# Porosity needed for a target permittivity in the Maxwell Garnett model

**Question.** An insulating film between metal lines should have a low relative permittivity, because the capacitance between the lines is proportional to it when the film fills all the space that their field occupies. One way to lower it is to put air pores into a solid dielectric.

Take a matrix of relative permittivity $k_m=2.8$ containing closed spherical pores with $k_p=1$. The pores occupy a fraction $f$ of the total volume. They are small compared with the film thickness, the spacing between the lines and the wavelength, yet large enough for each material to have a local permittivity. Their arrangement singles out no direction for the effective permittivity $k$. The matrix keeps its permittivity when pores are added, and the pores stay dry. All permittivities are static, real and relative to vacuum, and $k_m=2.8$ and the target $k=2.0$ are round model parameters.

## Part (a)

**A single pore of radius $a$ lies in an unbounded matrix. Far from it the field is uniform, of magnitude $E_m$, along $z$. Find the field inside the pore and explain why it differs from $E_m$.**

**Answer.** There is no free charge, so the potential obeys Laplace's equation inside and outside the pore. With the origin at the pore centre and $\theta$ measured from the $z$ axis, try

$$
\phi_{\rm in}=-E_p\,r\cos\theta,\qquad
\phi_{\rm out}=-E_m\,r\cos\theta+\frac{B\cos\theta}{r^2}.
$$

Both $r\cos\theta$ and $\cos\theta/r^2$ solve Laplace's equation. The first form is finite at the origin, and the second gives the required field far away. If $E_p$ and $B$ can be chosen to satisfy the conditions at the surface, uniqueness guarantees that this is the solution.

Continuity of the potential at $r=a$ gives

$$
-E_p a=-E_m a+\frac{B}{a^2}
\quad\Rightarrow\quad
\frac{B}{a^3}=E_m-E_p .
$$

The normal displacement is $D_r=-\varepsilon_0 k_i\,\partial\phi/\partial r$, with $k_i$ the local permittivity. It is continuous because the surface carries no free charge. The derivative of $1/r^2$ is $-2/r^3$, so

$$
k_pE_p=k_m\left(E_m+\frac{2B}{a^3}\right).
$$

Substituting for $B/a^3$,

$$
k_pE_p=k_m(3E_m-2E_p)
\quad\Rightarrow\quad
(k_p+2k_m)E_p=3k_mE_m .
$$

With $k_p=1$ this becomes

$$
E_p=sE_m,\qquad s=\frac{3k_m}{2k_m+1}=\frac{8.4}{6.6}=1.273 .
$$

The pore field is uniform and about 27 percent larger than the distant matrix field. The reason is the bound charge on the pore surface. The matrix is polarized along $+z$. At the top of the pore the outward normal of the matrix points down into the pore, so the bound charge there is negative; at the bottom it is positive. These charges produce a field inside the pore that points from bottom to top, along the applied field.

Two limits check the result. For $k_m=1$ there is no contrast and $s=1$. For very large $k_m$, $s$ approaches $3/2$, so the enhancement in a spherical pore stays finite.

## Part (b)

**Use the pore field to find a relation between $k$, $k_m$ and $f$ for many pores. State the approximation, and check the limits of small and full porosity.**

**Answer.** The effective permittivity is defined through volume averages:

$$
\langle D\rangle=\varepsilon_0k\langle E\rangle .
$$

Let $E_m$ now denote the mean field in the matrix and $E_p$ the mean field in the pores. Weighting each by its volume fraction,

$$
\langle E\rangle=(1-f)E_m+fE_p,\qquad
\frac{\langle D\rangle}{\varepsilon_0}=(1-f)k_mE_m+fE_p .
$$

These averages involve no approximation. The Maxwell Garnett approximation enters when the single-pore relation $E_p=sE_m$ is used with this mean matrix field. Each pore is thus treated as if it were alone in a uniform field equal to the mean field of the surrounding matrix.

The identification is reasonable because the dipole field outside one pore does not change the mean field in a concentric shell around it. Its $z$ component is proportional to $(3\cos^2\theta-1)/r^3$, and the average of $\cos^2\theta$ over a sphere is $1/3$, so this component averages to zero. The transverse components cancel on averaging over the azimuth. What the approximation neglects is the detailed field of the neighbouring pores, which can vary across a given pore and from one pore to another.

Dividing the two averages and cancelling $E_m$ gives

$$
k=\frac{(1-f)k_m+fs}{M},\qquad M=(1-f)+fs .
$$

To bring this into the usual form, first subtract $k_m$:

$$
k-k_m=\frac{(1-f)k_m+fs-(1-f)k_m-fsk_m}{M}
=\frac{fs(1-k_m)}{M}.
$$

Next add $2k_m$ to $k$:

$$
k+2k_m=\frac{3k_m(1-f)+fs(1+2k_m)}{M}=\frac{3k_m}{M}.
$$

The last step uses $s(1+2k_m)=3k_m$, which turns the second term of the numerator into $3k_mf$. Taking the ratio removes $M$:

$$
\frac{k-k_m}{k+2k_m}=\frac{fs(1-k_m)}{3k_m}
=f\,\frac{1-k_m}{1+2k_m}.
$$

This is the Maxwell Garnett relation for air pores. Both sides are negative when $1<k<k_m$, because pores lower the permittivity.

For small $f$, $M$ tends to 1, and to first order

$$
k\simeq k_m-s(k_m-1)f .
$$

The factor $s$ makes the initial fall steeper than replacing matrix by air in a simple volume average, which would give $k_m-(k_m-1)f$. At $f=1$ the formula gives $k=s/s=1$, as it should for air. That limit is only a formal check, since separate equal spheres cannot fill all space.

## Part (c)

**Find the porosity that gives $k=2.0$, and verify the answer by substitution. What does this porosity mean if the 2.8 matrix is itself porous?**

**Answer.** The relation is linear in $f$, so it has one solution. Multiplying numerator and denominator by $-1$ where needed to make each factor positive,

$$
f=\frac{(k_m-k)(2k_m+1)}{(k_m-1)(2k_m+k)} .
$$

With the given values,

$$
f=\frac{0.8\times6.6}{1.8\times7.6}=\frac{5.28}{13.68}=0.386 .
$$

The required porosity is **38.6 percent**.

For the check, use the averages of part (b) in units of the matrix field, keeping a further digit in $f=0.38596$:

$$
\frac{\langle E\rangle}{E_m}=0.61404+0.38596\times1.2727=1.1053,
$$

$$
\frac{\langle D\rangle}{\varepsilon_0E_m}=0.61404\times2.8+0.38596\times1.2727=2.2105 .
$$

Their ratio is $2.000$, as required.

The fraction $f$ counts pores added to a material whose permittivity is already 2.8. Suppose that material has an internal pore fraction $p_0$ on a much finer scale, already included in its permittivity. The solid then fills a fraction $(1-p_0)(1-f)$ of the final volume, and the total porosity is

$$
p=1-(1-p_0)(1-f)=p_0+(1-p_0)f .
$$

This equals $f$ only when $p_0=0$. A measured total porosity must therefore not be compared with 38.6 percent unless the matrix is dense.

## Part (d)

**Suppose the air forms flat layers instead of spheres. Find the porosity needed for $k=2.0$ when the field is parallel to the layers and when it is perpendicular to them. Explain the order of the three results.**

**Answer.** The averages of part (b) hold for any shape, provided $s$ is understood as the ratio of the mean air field to the mean matrix field. Setting the effective permittivity equal to $k$,

$$
k(1-f)+kfs=(1-f)k_m+fs .
$$

Collecting the terms with $(1-f)$ on one side and those with $f$ on the other,

$$
fs(k-1)=(1-f)(k_m-k)
\quad\Rightarrow\quad
\frac{f}{1-f}=\frac{k_m-k}{s(k-1)} .
$$

For the present target, $k-1=1$ and the right side is $0.8/s$. Writing $x=f/(1-f)$ gives $f=x/(1+x)$.

When the field is parallel to the layers, the tangential field is continuous, so $s=1$. Then $x=0.8$ and

$$
f=\frac{0.8}{1.8}=0.444 .
$$

When the field is perpendicular to the layers, the normal displacement is continuous. Hence $E_p=k_mE_m$ and $s=2.8$. Then $x=0.8/2.8=0.2857$ and

$$
f=\frac{0.2857}{1.2857}=0.222 .
$$

The porosities are therefore 44.4 percent for parallel layers, 38.6 percent for spheres and 22.2 percent for perpendicular layers. The corresponding field ratios are 1, 1.273 and 2.8. A larger field ratio puts more of the average field into the phase of low permittivity, so less air is needed. Porosity alone does not fix $k$; pore shape and orientation matter too.

The layered films are anisotropic. Each of their values applies to one field direction, whereas the value for spheres applies to every direction under the stated assumptions.

## Part (e)

**In the Bruggeman model, both materials are treated as spheres embedded in the effective medium itself. Derive its mixing rule and find the porosity it requires for $k=2.0$.**

**Answer.** The calculation of part (a) applies with the surrounding permittivity replaced by $k$. A sphere of permittivity $k_i$ in a distant field $E_0$ has the internal field

$$
E_i=\frac{3k}{k_i+2k}E_0 .
$$

The model requires the volume average of these internal fields to equal $E_0$. With volume fractions $f_i$ that add to 1,

$$
\sum_i f_i\left(\frac{3k}{k_i+2k}-1\right)=0
\quad\Rightarrow\quad
\sum_i f_i\,\frac{k-k_i}{k_i+2k}=0 .
$$

For air and matrix, after a change of overall sign,

$$
f\,\frac{1-k}{1+2k}+(1-f)\frac{k_m-k}{k_m+2k}=0 .
$$

At $k=2.0$ the two factors are $-1/5=-0.2$ and $0.8/6.8=0.11765$. Therefore

$$
0.2f=0.11765(1-f)
\quad\Rightarrow\quad
f=\frac{0.11765}{0.31765}=0.370 .
$$

Bruggeman's rule requires 37.0 percent, which is 1.6 percentage points less than Maxwell Garnett. The two rules describe different structures. Maxwell Garnett distinguishes a surrounding matrix from enclosed pores, while Bruggeman treats the two materials alike. For separate spherical pores in a continuous solid, the first picture matches the stated geometry more closely.

## Part (f)

**Laplace's equation has been solved on a grid for a simple cubic array of equal spherical pores, without a mixing rule. The table gives the effective permittivity and the ratio of the pore-centre field to the mean field. The last row is for the porosity found in part (c), on the finer of two grids. Are the results consistent with each other, and what do they say about the approximation?**

| Porosity (percent) | $k$ from grid | Field ratio from grid |
|---|---|---|
| 10.0 | 2.575 | 1.242 |
| 20.0 | 2.363 | 1.210 |
| 38.6 | 1.994 | 1.158 |

**Answer.** Equal spheres in a simple cubic array touch when their radius is half the cell edge, at a volume fraction $\pi/6=0.524$. The pores in the table are therefore separate.

Inside a pore the permittivity is constant, so each Cartesian component of the field obeys Laplace's equation. The average of such a function over a sphere equals its value at the centre. The centre field is thus the mean pore field $E_p$, even when neighbouring pores make the field non-uniform.

A relation free of the Maxwell Garnett approximation follows from the two averages in part (b). Multiplying $\langle E\rangle$ by $k_m$ and subtracting cancels the matrix terms:

$$
\frac{\langle D\rangle}{\varepsilon_0}-k_m\langle E\rangle=f(1-k_m)E_p .
$$

Dividing by $\langle E\rangle$ gives

$$
k=k_m-f(k_m-1)\frac{E_p}{\langle E\rangle}.
$$

For the last row, the right side is $2.8-0.386\times1.8\times1.158=1.995$. The permittivity found from the flux is 1.994. The two grid quantities agree to about 0.001.

The Maxwell Garnett field ratio is $s/M$. At the same porosity it is $1.2727/1.1053=1.152$, slightly below the grid value of 1.158. By the relation just derived, a larger pore field means a smaller $k$, and the grid value is indeed below 2.000, by 0.006.

Some of this difference is discretization error: doubling the number of cells along each side changed $k$ from 1.992 to 1.994, so the third decimal is not converged. A multipole expansion about each pore, carried to convergence for the same array, gives 1.996. The grid value is thus low by about 0.002, and the true difference from Maxwell Garnett is 0.004. At 10.0 and 20.0 percent porosity, Maxwell Garnett gives 2.577 and 2.366. The differences from the grid are 0.002 and 0.003. These are almost entirely grid error, since the converged values are 2.577 and 2.365, and the tabulated field ratios at these porosities are likewise high by 0.002 to 0.003.

For this array, the approximation is therefore good to within about 0.01 in $k$ at the porosities examined. Bruggeman's rule gives 1.969 at 38.6 percent porosity, further from the grid result. The comparison does not settle the accuracy for disordered, elongated or connected pores. The computed values are listed in the numerical output below.

## Part (g)

**How much does $k$ change if the porosity misses its target by one percentage point? Which assumptions should be checked before the result is applied to a film?**

**Answer.** Differentiate $k=[(1-f)k_m+fs]/M$, using $dM/df=s-1$:

$$
\frac{dk}{df}=\frac{(s-k_m)M-[(1-f)k_m+fs](s-1)}{M^2}.
$$

Expand the numerator by collecting the terms in $(1-f)$ and $f$. The coefficient of $(1-f)$ is

$$
(s-k_m)-k_m(s-1)=s(1-k_m),
$$

and the coefficient of $f$ is

$$
s(s-k_m)-s(s-1)=s(1-k_m).
$$

The coefficients are equal and the fractions add to 1, so

$$
\frac{dk}{df}=-\frac{s(k_m-1)}{M^2}.
$$

At the answer this is $-1.2727\times1.8/1.1053^2=-1.88$. One percentage point is $\Delta f=0.01$, which changes $k$ by about 0.019. Direct evaluation agrees: $k=2.019$ for one point less porosity and $1.981$ for one point more.

The slope is largest in magnitude at $f=0$, where $M=1$ and it equals $-2.29$. Since $s>1$, $M$ grows with $f$, and each further point of porosity lowers $k$ by less.

The same slope translates a difference in $k$ into porosity. The difference of 0.004 in part (f), which remains after the grid error is removed, corresponds to about 0.2 percentage points. The choice between Maxwell Garnett and Bruggeman matters more, at 1.6 points. Quoting 38.6 percent to three figures states the solution of the model; it does not claim that accuracy for a real film.

Before using the number, one should check that:

- the pores are nearly spherical and enclosed by the matrix, since part (d) shows how strongly geometry can change the answer (equal spheres placed at random and allowed to overlap join into a network across the sample near 30 percent porosity, so closed pores at 38.6 percent need an arrangement that keeps them apart);
- the pores contain air, because adsorbed water would invalidate $k_p=1$;
- making the pores has not altered the matrix, so that $k_m$ is still 2.8;
- the pores are small compared with both the film thickness and the spacing between the metal lines, so that an effective permittivity describes the film.

If the matrix or pore permittivity has changed, the calculation must be repeated with the new value. If the pore shape has changed, the field ratio $s$ must be found again.

## Calculated quantities

```
All permittivities are relative (dimensionless)
matrix permittivity: 2.8
pore permittivity: 1.0
target permittivity: 2.0
target ratio (k-km)/(k+2km): -0.105263
pore ratio (1-km)/(1+2km): -0.272727
required pore fraction: 0.385965
required porosity: 38.6 percent
single-pore field factor s: 1.2727
mean E / matrix E at answer: 1.1053
mean D / (eps0 matrix E) at answer: 2.2105
k by back-substitution: 2.0000
Porosity for the same target by other rules:
  layers parallel to field: 44.4 percent
  Bruggeman: 37.0 percent
  layers in series: 22.2 percent
Bruggeman k at the MG porosity: 1.969
Cubic array on grid (MG = Maxwell Garnett):
  porosity 10.0 percent, 32 cells per octant side:
    k grid 2.575, k MG 2.577
    pore field/mean field: grid 1.242, MG 1.239
  porosity 20.0 percent, 32 cells per octant side:
    k grid 2.363, k MG 2.366
    pore field/mean field: grid 1.210, MG 1.207
  porosity 38.6 percent, 24 cells per octant side:
    k grid 1.992, k MG 2.000
    pore field/mean field: grid 1.159, MG 1.152
  porosity 38.6 percent, 48 cells per octant side:
    k grid 1.994, k MG 2.000
    pore field/mean field: grid 1.158, MG 1.152
MG k for porosity one percentage point off:
  one point lower: 2.019
  one point higher: 1.981
```
